# Removed and recombined charge in diode turn-off under a current ramp: a program that tests the result

```python
"""Reverse recovery of a diode under a finite current ramp.

Result under test: for dq/dt = i - q/tau, with i = I_F - a*t until the edge
charge q + T*i reaches zero and i = -q/T afterwards, the removed charge is
Q_rr = I_RM**2/(2a) + I_RM*tau_rr, and the remaining charge recombines.
q: stored charge; tau: lifetime; T: transit time; a: ramp rate;
I_F: forward current; I_RM: peak reverse current; t1: time of that peak;
tau_rr = tau*T/(tau+T): decay time of the tail.
Units: ns, A, A/ns, and nC = A*ns.
"""
import numpy as np
from scipy.integrate import solve_ivp
from scipy.optimize import brentq
from scipy.special import lambertw


def formula_ledger(forward, rate, tau, transit):
    """Closed-form times, peak current and charges."""
    k = tau / (tau + transit)
    tau_rr = tau * transit / (tau + transit)
    r = forward / (rate * tau)
    z = r + k + lambertw(-k * np.exp(-(r + k))).real
    peak = rate * k * tau * (1 - np.exp(-z))
    q_cross = rate * tau**2 * (1 - np.exp(-r))
    out = dict(k=k, tau_rr=tau_rr, t0=forward / rate, t1=z * tau,
               peak=peak, q_cross=q_cross, q_peak=transit * peak)
    out["injected"] = forward**2 / (2 * rate)
    out["removed_ramp"] = peak**2 / (2 * rate)
    out["removed_tail"] = peak * tau_rr
    out["rec_forward"] = forward * tau + out["injected"] - q_cross
    out["rec_reverse"] = q_cross - out["removed_ramp"] - transit * peak
    out["rec_tail"] = transit * peak * tau_rr / tau
    out["removed"] = out["removed_ramp"] + out["removed_tail"]
    out["recombined"] = (out["rec_forward"] + out["rec_reverse"]
                         + out["rec_tail"])
    return out


CHARGES = ["injected", "removed_ramp", "removed_tail",
           "rec_forward", "rec_reverse", "rec_tail"]


def simulate(forward, rate, tau, transit):
    """Integrate the constrained equation; the switching time is not supplied."""
    def rhs(t, y):
        q = y[0]
        ramp = forward - rate * t
        limit = -q / transit
        current = max(ramp, limit)
        loss = q / tau
        d = [current - loss, 0., 0., 0., 0., 0., 0., 0.]
        if ramp > 0:
            d[1], d[4] = current, loss
        elif ramp > limit:
            d[2], d[5], d[7] = -current, loss, 1.0
        else:
            d[3], d[6] = -current, loss
        return d

    t0 = forward / rate
    tail_time = 1 / (1 / tau + 1 / transit)
    start = [forward * tau] + [0.] * 7
    sol = solve_ivp(rhs, (0, t0 + tau + 30 * tail_time), start,
                    rtol=1e-9, atol=1e-9, max_step=tau / 200,
                    first_step=min(t0 / 50, tau / 500))
    assert sol.success
    out = dict(zip(CHARGES, sol.y[1:7, -1]))
    out["removed"] = out["removed_ramp"] + out["removed_tail"]
    out["t1"] = t0 + sol.y[7, -1]
    out["peak"] = rate * sol.y[7, -1]
    out["time"], out["charge"] = sol.t, sol.y[0]
    return out


def simulate_abrupt(forward, rate, tau):
    """Zero transit time: integrate until the stored charge vanishes."""
    def empty(t, y):
        return y[0]
    empty.terminal, empty.direction = True, -1
    sol = solve_ivp(lambda t, y: [forward - rate * t - y[0] / tau],
                    (0, forward / rate + 2 * tau), [forward * tau],
                    events=empty, rtol=1e-11, atol=1e-11, max_step=tau / 100)
    t1 = sol.t_events[0][0]
    return t1, 0.5 * rate * (t1 - forward / rate)**2


# Chosen model parameters
I_F, RATE, TAU, TRANSIT = 10.0, 0.2, 200.0, 50.0
SLOW, FAST = I_F / (12 * TAU), I_F / (0.005 * TAU)

# Every charge, the peak time and the peak current, for five drives
cases = {"base": (I_F, RATE, TAU, TRANSIT),
         "slow": (I_F, SLOW, TAU, TRANSIT),
         "fast": (I_F, FAST, TAU, TRANSIT),
         "short transit": (25.0, 0.1, 190.0, 10.0),
         "long transit": (4.0, 0.05, 100.0, 150.0)}
runs = {}
worst = 0.0
for name, args in cases.items():
    sim, ref = simulate(*args), formula_ledger(*args)
    runs[name] = sim
    initial = args[0] * args[2]
    for key in CHARGES:
        error = abs(sim[key] - ref[key]) / initial
        worst = max(worst, error)
        assert error < 1e-5, (name, key, error)
    assert abs(sim["peak"] / ref["peak"] - 1) < 1e-5, name
    assert abs(sim["t1"] / ref["t1"] - 1) < 1e-5, name
    # Bounds on the removed fraction, using simulated quantities
    k_case = args[2] / (args[2] + args[3])
    fraction = sim["removed"] / initial
    assert k_case * np.exp(-sim["t1"] / args[2]) < fraction < k_case, name

base = formula_ledger(*cases["base"])
k, tau_rr = base["k"], base["tau_rr"]

# Steeper ramps remove more charge; slow and fast limits
assert (runs["slow"]["removed"] < runs["base"]["removed"]
        < runs["fast"]["removed"])
slow_limit = SLOW * (TAU**2 - tau_rr**2) / 2
assert abs(runs["slow"]["removed"] / slow_limit - 1) < 1e-4
# At this finite ramp rate the first correction is about one percent
assert abs(runs["fast"]["removed"] / (k * I_F * TAU) - 1) < 0.02

# Response of removed charge to forward current at fixed ramp rate
step = 0.2
slope_numeric = (simulate(I_F + step, RATE, TAU, TRANSIT)["removed"]
                 - simulate(I_F - step, RATE, TAU, TRANSIT)["removed"]) / (2 * step)
slope_formula = k * TAU * np.exp(-base["t1"] / TAU)
assert abs(slope_numeric / slope_formula - 1) < 1e-3

# Zero transit time: event-based integration against the closed form
abrupt = formula_ledger(I_F, RATE, TAU, 0.0)
abrupt_t1, abrupt_removed = simulate_abrupt(I_F, RATE, TAU)
assert abs(abrupt_t1 / abrupt["t1"] - 1) < 1e-7
assert abs(abrupt_removed / abrupt["removed"] - 1) < 1e-7
r_small = 1e-4
_, removed_small = simulate_abrupt(I_F, I_F / (r_small * TAU), TAU)
lost_small = 1 - removed_small / (I_F * TAU)
lost_law = 2 * np.sqrt(2) / 3 * np.sqrt(r_small)
assert abs(lost_small / lost_law - 1) < 0.01   # next term is of order r

# Recover the lifetime from features of the simulated current alone
trace = runs["base"]
tail = np.flatnonzero(trace["time"] > trace["t1"] + 10)
first, last = tail[0], tail[100]
tail_current = trace["charge"] / TRANSIT
tail_fit = ((trace["time"][last] - trace["time"][first])
            / np.log(tail_current[first] / tail_current[last]))
tau_found = brentq(lambda x: (x - tail_fit) * (1 - np.exp(-trace["t1"] / x))
                   - trace["peak"] / RATE, tail_fit * 1.0001, 1e5)
assert abs(tail_fit / tau_rr - 1) < 1e-5
assert abs(tau_found / TAU - 1) < 1e-3

initial = I_F * TAU
print(f"Forward current I_F = {I_F:.1f} A")
print(f"Ramp rate a = {RATE:.3f} A/ns")
print(f"Lifetime tau = {TAU:.1f} ns; transit time T = {TRANSIT:.1f} ns")
print(f"k = {k:.4f}; r = {I_F / (RATE * TAU):.4f} (dimensionless)")
print(f"Tail time tau_rr = {tau_rr:.2f} ns")
print(f"Zero crossing t0 = {base['t0']:.2f} ns")
print(f"Peak time t1 = {base['t1']:.2f} ns; z = {base['t1'] / TAU:.5f}")
print(f"Peak reverse current I_RM = {base['peak']:.3f} A")
print(f"Initial stored charge = {initial:.1f} nC")
print(f"Charge injected during forward ramp = {base['injected']:.1f} nC")
print(f"Charge left at zero crossing = {base['q_cross']:.1f} nC")
print(f"Charge left at reverse peak = {base['q_peak']:.1f} nC")
print(f"Removed before reverse peak = {base['removed_ramp']:.1f} nC")
print(f"Removed in tail = {base['removed_tail']:.1f} nC")
print(f"Total removed Q_rr = {base['removed']:.1f} nC")
print(f"Total removed Q_rr = {base['removed'] / 1000:.4f} microcoulomb")
print(f"Recombined, forward ramp = {base['rec_forward']:.1f} nC")
print(f"Recombined, reverse ramp = {base['rec_reverse']:.1f} nC")
print(f"Recombined, tail = {base['rec_tail']:.1f} nC")
print(f"Total recombined = {base['recombined']:.1f} nC")
print(f"Q_rr / initial charge = {base['removed'] / initial:.4f}")
print(f"Q_rr / charge at zero crossing = {base['removed'] / base['q_cross']:.4f}")
print(f"Lower bound k*exp(-z) = {k * np.exp(-base['t1'] / TAU):.4f}")
print(f"Simulated Q_rr = {trace['removed']:.1f} nC")
print(f"Largest charge error / initial charge, five drives = {worst:.1e}")
print(f"dQ_rr/dI_F, formula = {slope_formula:.3f} nC/A")
print(f"dQ_rr/dI_F, simulation = {slope_numeric:.3f} nC/A")
print(f"Naive lifetime Q_rr/I_F = {base['removed'] / I_F:.1f} ns")
print(f"Lifetime recovered from current trace = {tau_found:.2f} ns")
print(f"T=0: t1 = {abrupt['t1']:.2f} ns; I_RM = {abrupt['peak']:.3f} A")
print(f"T=0: Q_rr = {abrupt['removed']:.1f} nC")
print(f"T=0, r={r_small:.0e}: lost fraction, simulation = {lost_small:.5f}")
print(f"T=0, r={r_small:.0e}: lost fraction, leading law = {lost_law:.5f}")
print(f"Fast-ramp limit of Q_rr = {k * initial:.1f} nC")
print(f"Slow test: a = {SLOW:.6f} A/ns")
print(f"Slow test: Q_rr simulated = {runs['slow']['removed']:.3f} nC")
print(f"Slow test: Q_rr limit = {slow_limit:.3f} nC")
print("Sweep: a (A/ns), I_RM (A), Q_rr (nC), recombined (nC), Q_rr/initial")
for rate in (0.01, 0.05, 0.2, 1.0, 5.0):
    row = formula_ledger(I_F, rate, TAU, TRANSIT)
    print(f"{rate:5.2f} {row['peak']:8.3f} {row['removed']:8.1f} "
          f"{row['recombined']:8.1f} {row['removed'] / initial:7.4f}")
print("success")
```

Output:

```
Forward current I_F = 10.0 A
Ramp rate a = 0.200 A/ns
Lifetime tau = 200.0 ns; transit time T = 50.0 ns
k = 0.8000; r = 0.2500 (dimensionless)
Tail time tau_rr = 40.00 ns
Zero crossing t0 = 50.00 ns
Peak time t1 = 123.88 ns; z = 0.61938
Peak reverse current I_RM = 14.775 A
Initial stored charge = 2000.0 nC
Charge injected during forward ramp = 250.0 nC
Charge left at zero crossing = 1769.6 nC
Charge left at reverse peak = 738.8 nC
Removed before reverse peak = 545.8 nC
Removed in tail = 591.0 nC
Total removed Q_rr = 1136.8 nC
Total removed Q_rr = 1.1368 microcoulomb
Recombined, forward ramp = 480.4 nC
Recombined, reverse ramp = 485.1 nC
Recombined, tail = 147.8 nC
Total recombined = 1113.2 nC
Q_rr / initial charge = 0.5684
Q_rr / charge at zero crossing = 0.6424
Lower bound k*exp(-z) = 0.4306
Simulated Q_rr = 1136.8 nC
Largest charge error / initial charge, five drives = 5.5e-10
dQ_rr/dI_F, formula = 86.125 nC/A
dQ_rr/dI_F, simulation = 86.127 nC/A
Naive lifetime Q_rr/I_F = 113.7 ns
Lifetime recovered from current trace = 200.00 ns
T=0: t1 = 160.24 ns; I_RM = 22.049 A
T=0: Q_rr = 1215.4 nC
T=0, r=1e-04: lost fraction, simulation = 0.00939
T=0, r=1e-04: lost fraction, leading law = 0.00943
Fast-ramp limit of Q_rr = 1600.0 nC
Slow test: a = 0.004167 A/ns
Slow test: Q_rr simulated = 80.000 nC
Slow test: Q_rr limit = 80.000 nC
Sweep: a (A/ns), I_RM (A), Q_rr (nC), recombined (nC), Q_rr/initial
 0.01    1.595    191.0   6809.0  0.0955
 0.05    6.457    675.2   2324.8  0.3376
 0.20   14.775   1136.8   1113.2  0.5684
 1.00   27.070   1449.2    600.8  0.7246
 5.00   35.858   1562.9    447.1  0.7814
success
```
